# A Peak in the Electric Modulus Need Not Mean Dipoles: a program that tests the result

```python
"""
Result under test: constant permittivity eps plus dc conductivity sigma gives
a Debye-shaped peak of M'' = Im(1/eps*) at omega = sigma/(eps_0 eps), with
height 1/(2 eps), although no dipole relaxes.
Symbols: eps* = eps' - i eps'' (time factor exp(+i omega t)), M* = 1/eps*,
tau = eps_0 eps/sigma, D = displacement including transported free charge,
e = eps_0 E/D0 = field scaled by the displacement amplitude D0.
Further cases: a Debye dielectric without conduction, dipoles together with
conduction, and a conductor in series with insulating layers.
"""
import numpy as np
from scipy.constants import epsilon_0
from scipy.integrate import solve_ivp, quad
from scipy.optimize import minimize_scalar, brentq


def eps_conductor(omega, eps, sigma):
    return eps - 1j * sigma / (epsilon_0 * omega)


def eps_dipoles(omega, eps_inf, eps_s, tau_d, sigma=0.0):
    debye = eps_inf + (eps_s - eps_inf) / (1 + 1j * omega * tau_d)
    return debye - 1j * sigma / (epsilon_0 * omega)


def peak_position(spectrum, low, high):
    """Angular frequency of the maximum between low and high."""
    found = minimize_scalar(lambda x: -spectrum(np.exp(x)),
                            bounds=(np.log(low), np.log(high)),
                            method="bounded", options={"xatol": 1e-9})
    return np.exp(found.x)


def count_maxima(values):
    return int(np.sum((values[1:-1] > values[:-2])
                      & (values[1:-1] > values[2:])))


eps, sigma = 10.0, 1e-8
tau = epsilon_0 * eps / sigma
omega_p = 1 / tau
grid = np.logspace(-4, 9, 2603)


def m_conductor(omega):
    return 1 / eps_conductor(omega, eps, sigma)


# Peak position and height for several media, found by numerical search
for eps_i, sigma_i in [(10.0, 1e-8), (3.0, 1e-8), (10.0, 4e-6)]:
    def loss(w):
        return (1 / eps_conductor(w, eps_i, sigma_i)).imag
    predicted = sigma_i / (epsilon_0 * eps_i)
    position = peak_position(loss, predicted / 300, predicted * 70)
    assert abs(position / predicted - 1) < 1e-5
    assert abs(loss(position) * 2 * eps_i - 1) < 1e-9
omega_found = peak_position(lambda w: m_conductor(w).imag, 1, 1e5)
assert count_maxima(m_conductor(grid).imag) == 1
assert count_maxima(-eps_conductor(grid, eps, sigma).imag) == 0

# Half-height width and area of the peak
half = m_conductor(omega_found).imag / 2


def above_half(x):
    return m_conductor(np.exp(x)).imag - half


x_p = np.log(omega_found)
width = brentq(above_half, x_p, x_p + 8) - brentq(above_half, x_p - 8, x_p)
assert abs(np.exp(width) / (2 + np.sqrt(3))**2 - 1) < 1e-6
area = quad(lambda x: m_conductor(np.exp(x)).imag, x_p - 30, x_p + 30,
            points=[x_p], limit=200)[0]
assert abs(area / (np.pi / (2 * eps)) - 1) < 1e-7


# Current equation integrated in time under a sinusoidal displacement
def driven_modulus(omega):
    def rate(theta, e):
        return (-np.sin(theta) - sigma / (epsilon_0 * omega) * e) / eps
    periods = int(np.ceil(30 * omega * tau / (2 * np.pi)))
    theta = 2 * np.pi * (periods + np.arange(256) / 256)
    run = solve_ivp(rate, (0, 2 * np.pi * (periods + 1)), [0.0],
                    method="DOP853", t_eval=theta, rtol=1e-10, atol=1e-12,
                    max_step=0.2)
    return 2 * np.mean(run.y[0] * np.exp(-1j * theta))


# Field decay after a displacement step, and its one-sided transform
def step_modulus(omega):
    def rate(t, y):
        return [-sigma * y[0] / (epsilon_0 * eps),
                omega * y[0] * np.sin(omega * t),
                omega * y[0] * np.cos(omega * t)]
    run = solve_ivp(rate, (0, 35 * tau), [1 / eps, 0.0, 0.0],
                    method="DOP853", rtol=1e-10, atol=1e-13,
                    max_step=0.2 * tau)
    return run.y[1, -1] + 1j * run.y[2, -1]


for ratio in (0.3, 1.0, 4.0):
    w = ratio * omega_p
    formula = 1j * ratio / (1 + 1j * ratio) / eps
    assert abs(driven_modulus(w) - formula) < 1e-7
    assert abs(step_modulus(w) - formula) < 1e-7
driven_at_peak = driven_modulus(omega_p)

# Dipolar twin without conduction: same M'', different M'
twin_inf = 5.0
twin_s = 1 / (1 / twin_inf - 1 / eps)
twin_tau = tau * twin_s / twin_inf
m_twin = 1 / eps_dipoles(grid, twin_inf, twin_s, twin_tau)
difference = m_twin - m_conductor(grid)
assert np.allclose(m_twin.imag, m_conductor(grid).imag, rtol=1e-9, atol=0)
assert np.allclose(difference.real, 1 / twin_s, rtol=1e-9, atol=0)
twin_loss_peak = peak_position(
    lambda w: -eps_dipoles(w, twin_inf, twin_s, twin_tau).imag, 1, 1e4)
assert abs(twin_loss_peak * twin_tau - 1) < 1e-5

# Fast dipoles together with conduction
mix_inf, mix_s, mix_tau = 5.0, 10.0, 1e-5


def m_mix(w):
    return 1 / eps_dipoles(w, mix_inf, mix_s, mix_tau, sigma)


kappa = sigma / epsilon_0
r_slow, r_fast = np.sort(np.roots([mix_inf * mix_tau,
                                   -(mix_s + kappa * mix_tau), kappa]).real)
scale = mix_inf * mix_tau * (r_fast - r_slow)
g_slow = (1 - r_slow * mix_tau) / scale
g_fast = (r_fast * mix_tau - 1) / scale
two_debye = (g_slow * grid * r_slow / (grid**2 + r_slow**2)
             + g_fast * grid * r_fast / (grid**2 + r_fast**2))
assert g_slow > 0 and g_fast > 0
assert np.allclose(two_debye, m_mix(grid).imag, rtol=1e-8, atol=0)
slow_peak = peak_position(lambda w: m_mix(w).imag, 5, 2e3)
fast_peak = peak_position(lambda w: m_mix(w).imag, 1e4, 4e6)
# neighbouring tails shift each maximum by about 2*r_slow/r_fast, near 0.1 %
assert abs(slow_peak / (sigma / (epsilon_0 * mix_s)) - 1) < 5e-3
assert abs(fast_peak / (mix_s / (mix_inf * mix_tau)) - 1) < 5e-3
n_both = count_maxima(m_mix(grid).imag)
n_no_sigma = count_maxima(
    (1 / eps_dipoles(grid, mix_inf, mix_s, mix_tau)).imag)
n_no_dipoles = count_maxima(
    (1 / eps_dipoles(grid, mix_inf, mix_inf, mix_tau, sigma)).imag)
assert (n_both, n_no_sigma, n_no_dipoles) == (2, 1, 1)

# Conductor in series with insulating layers, built from impedances
layer, eps_b = 10e-6, 10.0


def eps_cell(w, length):
    z_bulk = (length - layer) / (sigma + 1j * w * epsilon_0 * eps)
    z_layer = layer / (1j * w * epsilon_0 * eps_b)
    return length / (1j * w * epsilon_0 * (z_bulk + z_layer))


cell_rows = []
for length in (1e-3, 2e-3):
    app_s = eps_b * length / layer
    app_inf = length / ((length - layer) / eps + layer / eps_b)
    app_tau = tau * (1 + (length - layer) * eps_b / (layer * eps))
    assert np.allclose(eps_cell(grid, length),
                       eps_dipoles(grid, app_inf, app_s, app_tau), rtol=1e-9)
    loss_peak = peak_position(lambda w: -eps_cell(w, length).imag, 1e-2, 1e2)
    m_peak = peak_position(lambda w: (1 / eps_cell(w, length)).imag, 1, 1e4)
    assert abs(loss_peak * app_tau - 1) < 1e-5
    assert abs(m_peak / omega_p - 1) < 1e-5
    cell_rows.append((length, app_inf, app_s, loss_peak, m_peak))

print("CONDUCTOR WITH CONSTANT PERMITTIVITY")
print(f"eps = {eps:.1f}, sigma = {sigma:.1e} S/m")
print(f"tau = eps_0 eps/sigma = {tau * 1e3:.3f} ms")
print(f"sigma/(eps_0 eps) = {omega_p:.2f} rad/s")
print(f"M'' peak found by search = {omega_found:.2f} rad/s")
print(f"peak as ordinary frequency = {omega_p / (2 * np.pi):.2f} Hz")
print(f"M'' peak height = {m_conductor(omega_found).imag:.5f}")
print(f"half-height frequency ratio = {np.exp(width):.3f}")
print(f"half-height width = {width / np.log(10):.3f} decades")
print(f"area of M'' over ln omega = {area:.5f}")
print(f"time integration at omega_p: M' = {driven_at_peak.real:.5f}, "
      f"M'' = {driven_at_peak.imag:.5f}")
print("omega (rad/s), eps', eps'', M', M'':")
for ratio in (0.1, 1.0, 10.0):
    w = ratio * omega_p
    permittivity, modulus = eps_conductor(w, eps, sigma), m_conductor(w)
    print(f"  {w:.2f}, {permittivity.real:.2f}, {-permittivity.imag:.2f}, "
          f"{modulus.real:.5f}, {modulus.imag:.5f}")
print("DIPOLAR TWIN, NO CONDUCTION")
print(f"eps_inf = {twin_inf:.1f}, eps_s = {twin_s:.1f}")
print(f"tau_D = {twin_tau * 1e3:.3f} ms")
print(f"largest |difference in M''| = {np.max(np.abs(difference.imag)):.1e}")
print(f"constant difference in M' = {np.mean(difference.real):.5f}")
print(f"eps'' peak of twin = {twin_loss_peak:.2f} rad/s")
print("FAST DIPOLES PLUS CONDUCTION")
print(f"eps_inf = {mix_inf:.1f}, eps_s = {mix_s:.1f}, "
      f"tau_D = {mix_tau * 1e6:.1f} microseconds")
print(f"sigma = {sigma:.1e} S/m")
print(f"relaxation rates = {r_slow:.2f} and {r_fast:.4e} 1/s")
print(f"weights = {g_slow:.5f} and {g_fast:.5f}")
print(f"M'' peaks = {slow_peak:.2f} and {fast_peak:.4e} rad/s")
print(f"number of M'' peaks: both {n_both}, sigma = 0 {n_no_sigma}, "
      f"no dipoles {n_no_dipoles}")
print("CONDUCTOR WITH INSULATING LAYERS, NO DIPOLES")
print(f"total layer thickness = {layer * 1e6:.1f} micrometres, "
      f"eps_b = {eps_b:.1f}")
for length, app_inf, app_s, loss_peak, m_peak in cell_rows:
    print(f"L = {length * 1e3:.1f} mm: apparent eps_inf = {app_inf:.2f}, "
          f"eps_s = {app_s:.1f}")
    print(f"  eps'' peak = {loss_peak:.4f} rad/s, "
          f"M'' peak = {m_peak:.2f} rad/s")
print("tests ok")
```

Printed output:

```
CONDUCTOR WITH CONSTANT PERMITTIVITY
eps = 10.0, sigma = 1.0e-08 S/m
tau = eps_0 eps/sigma = 8.854 ms
sigma/(eps_0 eps) = 112.94 rad/s
M'' peak found by search = 112.94 rad/s
peak as ordinary frequency = 17.98 Hz
M'' peak height = 0.05000
half-height frequency ratio = 13.928
half-height width = 1.144 decades
area of M'' over ln omega = 0.15708
time integration at omega_p: M' = 0.05000, M'' = 0.05000
omega (rad/s), eps', eps'', M', M'':
  11.29, 10.00, 100.00, 0.00099, 0.00990
  112.94, 10.00, 10.00, 0.05000, 0.05000
  1129.41, 10.00, 1.00, 0.09901, 0.00990
DIPOLAR TWIN, NO CONDUCTION
eps_inf = 5.0, eps_s = 10.0
tau_D = 17.708 ms
largest |difference in M''| = 2.1e-17
constant difference in M' = 0.10000
eps'' peak of twin = 56.47 rad/s
FAST DIPOLES PLUS CONDUCTION
eps_inf = 5.0, eps_s = 10.0, tau_D = 10.0 microseconds
sigma = 1.0e-08 S/m
relaxation rates = 112.88 and 2.0011e+05 1/s
weights = 0.09989 and 0.10011
M'' peaks = 113.00 and 1.9989e+05 rad/s
number of M'' peaks: both 2, sigma = 0 1, no dipoles 1
CONDUCTOR WITH INSULATING LAYERS, NO DIPOLES
total layer thickness = 10.0 micrometres, eps_b = 10.0
L = 1.0 mm: apparent eps_inf = 10.00, eps_s = 1000.0
  eps'' peak = 1.1294 rad/s, M'' peak = 112.94 rad/s
L = 2.0 mm: apparent eps_inf = 10.00, eps_s = 2000.0
  eps'' peak = 0.5647 rad/s, M'' peak = 112.94 rad/s
tests ok
```
